# Escape of diffusing, trapped electrons through the top of a resist film

## Question

I am working on a problem about low-energy electrons in a thin resist. Electrons are generated uniformly through a 20 nm film. They diffuse and are trapped, with a trapping length of 2 nm. The top surface absorbs them and the bottom reflects them. I have to show that about one tenth escape through the top.

My attempt: only electrons born within about 2 nm of the top have a fair chance of getting out, and that layer holds 2/20 of them. But half of those start by moving downwards, so I get one twentieth. On the other hand, some electrons from deeper down must also get out. I can't see how to settle the factor without guessing. Does the reflecting bottom send a useful number back up? And would the answer survive in a real film?

## Answer

The factor follows from a diffusion equation with a loss term. First, "trapping length" needs a definition, because the answer is proportional to it in a thick film.

### What the 2 nm means

Let $D$ be the diffusion constant and $1/\tau$ the trapping rate, both the same everywhere. I take the trapping length to be the diffusion length

$$L=\sqrt{D\tau}=2\ \text{nm}.$$

This is not the rms distance travelled before trapping. After a time $t$, the mean square displacement along one axis is $2Dt$. The lifetimes are exponentially distributed with mean $\tau$, so averaging over them gives

$$\langle x^2\rangle=2D\tau=2L^2,\qquad \langle r^2\rangle=3\langle x^2\rangle=6L^2 .$$

If someone quotes 2 nm as an rms displacement, it must be divided by $\sqrt2$ (one axis) or $\sqrt6$ (in space) before it is used as $L$ below.

### The balance equation and its solution

Let $z$ run downwards from the top, $z=0$, to the bottom, $z=d$. Let $n(z)$ be the steady electron density and $G$ the generation rate per volume. The flux counted positive downwards is $J=-Dn'$. In a thin slice, generation must balance trapping and net outflow:

$$G=\frac{n}{\tau}+\frac{dJ}{dz}\quad\Longrightarrow\quad Dn''-\frac{n}{\tau}+G=0 .$$

Multiplying by $\tau$ gives

$$L^2n''-n+G\tau=0 .$$

An absorbing top means $n(0)=0$. A reflecting bottom passes no flux, so $n'(d)=0$.

Put $u=n-G\tau$. Then $L^2u''=u$, and the general solution can be written from the bottom upwards as

$$u=A\cosh\frac{d-z}{L}+B\sinh\frac{d-z}{L}.$$

At the bottom $u'(d)=-B/L$, so $B=0$. At the top $u(0)=-G\tau$, so $A=-G\tau/\cosh(d/L)$. Hence

$$n(z)=G\tau\left[1-\frac{\cosh\frac{d-z}{L}}{\cosh\frac dL}\right].$$

Differentiating the cosh brings down a factor $-1/L$, which cancels the minus sign in the bracket:

$$n'(z)=\frac{G\tau}{L}\,\frac{\sinh\frac{d-z}{L}}{\cosh\frac dL}.$$

The density rises with depth near the top, so electrons flow upwards. The outflow per area is

$$-J(0)=Dn'(0)=\frac{GD\tau}{L}\tanh\frac dL=GL\tanh\frac dL ,$$

where the last step uses $D\tau=L^2$. The total generation per area is $Gd$, so the escaping fraction is

$$\boxed{f=\frac Ld\tanh\frac dL}$$

For your film $d/L=10$, and

$$f=\frac{2}{20}\tanh 10=0.1000 .$$

Since $1-\tanh x=2/(e^{2x}+1)$, the result falls short of one tenth by a relative amount of $4.1\times10^{-9}$.

The trapped electrons account for the rest:

$$\frac{1}{Gd}\int_0^d\frac n\tau\,dz=\frac1d\left[d-L\tanh\frac dL\right]=1-f=0.9000 .$$

A finite-volume solution of the balance equation, made for $d/L=0.5$, 1, 3 and 10, agreed with the boxed formula to within 3 parts in $10^5$ in each case.

In the opposite limit, $d\ll L$, the expansion $\tanh x\approx x-x^3/3$ gives $f\approx1-d^2/(3L^2)$. Nearly every electron then finds the top before it is trapped, whichever way it first moves. The estimate $L/d$ belongs to thick films.

### Where the escaping electrons come from

Your layer argument can be made precise with the probability $p(z)$ that an electron born at depth $z$ escapes. Define a function $p$ by

$$L^2p''=p,\qquad p(0)=1,\qquad p'(d)=0 .$$

To see that it is the escape probability, let electrons be generated with any depth profile $g(z)$, so that $Dn''-n/\tau+g=0$ with the same boundary conditions on $n$. Multiply by $p$ and integrate:

$$\int_0^d pg\,dz=\int_0^d\frac{pn}{\tau}\,dz-D\int_0^d pn''\,dz .$$

Two integrations by parts give

$$\int_0^d pn''\,dz=\big[pn'-p'n\big]_0^d+\int_0^d p''n\,dz=-n'(0)+\frac1{L^2}\int_0^d pn\,dz .$$

The bracket vanishes at $d$ because $n'$ and $p'$ do. At the lower limit $0$ it leaves $-n'(0)$, because $p=1$ and $n=0$ there. Since $D/L^2=1/\tau$, the two integrals of $pn$ cancel, and

$$\int_0^d p(z)g(z)\,dz=Dn'(0)=\text{outflow}.$$

Each electron born at $z$ thus contributes $p(z)$ to the escape. Solving for $p$,

$$p(z)=\frac{\cosh\frac{d-z}{L}}{\cosh\frac dL}\approx e^{-z/L}\quad\text{for } d-z\gg L .$$

In your film $p$ is 0.61 at 1 nm, 0.37 at 2 nm, 0.08 at 5 nm and 0.007 at 10 nm.

This settles the counting. In a thick film the integral of $p$ over depth is $\int_0^\infty e^{-z/L}dz=L$, as if every electron in a layer of thickness $L$ escaped and none from below. The actual division is different: the top 2 nm supplies 63% of the escaping electrons, and the top 6 nm supplies 95%. In the top 2 nm a fraction $1/e$ of the electrons is lost, and the electrons from below make up for that loss, because $\int_L^\infty e^{-z/L}dz=L/e$.

Your factor of one half assumes that an electron which starts downwards is gone. A diffusing electron changes direction many times before it is trapped, and may come back. For contrast, suppose electrons fly straight in random directions and stop after an exponentially distributed path of mean $\Lambda\ll d$. With $\mu$ the cosine of the angle to the upward normal, the survival factor is $e^{-z/(\mu\Lambda)}$, whose depth integral is $\mu\Lambda$. Averaging over all directions gives

$$f_{\text{straight}}=\frac1d\cdot\frac12\int_0^1\mu\Lambda\,d\mu=\frac{\Lambda}{4d},$$

which is one fortieth for $\Lambda=2$ nm. Part of the difference is a shorter range: straight flights have $\langle r^2\rangle=2\Lambda^2$, against $6L^2$ for diffusion. Equal rms displacements need $\Lambda=\sqrt3\,L$, which gives $f_{\text{straight}}=0.043$, still less than half of one tenth. It therefore matters that the electrons in your problem diffuse.

### Does the bottom help?

Hardly, at this thickness. Replace the reflecting bottom by an absorbing one. The derivation above still holds if $n(d)=p(d)=0$, since the bracket again vanishes at $d$. Now $p=\sinh\frac{d-z}{L}/\sinh\frac dL$, and its depth average is

$$f=\frac Ld\,\frac{\cosh(d/L)-1}{\sinh(d/L)}=\frac Ld\tanh\frac{d}{2L}=0.09999 .$$

The change is about one part in ten thousand. An electron that visits the bottom is ten diffusion lengths from the top and is very likely to be trapped on the way back.

### A top surface that is not ideal

The condition $n(0)=0$ is an idealisation. Electrons have a finite mean free path $\lambda$ between scatterings, and the surface may reflect some of them. Let the scattering be isotropic, the speed $v$, and the reflection probability $R$, independent of angle.

A flight has mean square length $2\lambda^2$, of which one third belongs to the $z$ axis, and it takes a mean time $\lambda/v$. Equating $2D$ to the mean square $z$ displacement per time gives $2D=(2\lambda^2/3)(v/\lambda)$, so $D=\lambda v/3$.

In the diffusion approximation the density per unit cosine $\mu$, now measured from the downward normal, is linear in $\mu$:

$$\psi(\mu)=\frac n2+\frac{3J}{2v}\mu .$$

The coefficients are fixed by $\int_{-1}^1\psi\,d\mu=n$ and $v\int_{-1}^1\mu\psi\,d\mu=J$. Integrating $v|\mu|\psi$ over each half-range gives the one-way fluxes

$$J_\downarrow=\frac{nv}4+\frac J2=\frac{nv}4-\frac{Dn'}2,\qquad J_\uparrow=\frac{nv}4+\frac{Dn'}2 .$$

At the top, the downward flux consists of reflected electrons, $J_\downarrow=RJ_\uparrow$. Collecting terms,

$$\frac{nv}{4}(1-R)=\frac{Dn'}2(1+R)\quad\Longrightarrow\quad n(0)=\ell\,n'(0),\qquad \ell=\frac{2\lambda}{3}\,\frac{1+R}{1-R},$$

where $2D/v=2\lambda/3$ was used.

The solution is again $n=G\tau+A\cosh\frac{d-z}L$. The new top condition reads

$$G\tau+A\cosh\frac dL=-\frac{\ell A}{L}\sinh\frac dL ,$$

so $A=-G\tau/[\cosh(d/L)+(\ell/L)\sinh(d/L)]$. The outflow is $Dn'(0)=-(DA/L)\sinh(d/L)$. Dividing by $Gd$, and then dividing numerator and denominator by $\cosh(d/L)$,

$$f=\frac Ld\,\frac{T}{1+\ell T/L},\qquad T=\tanh\frac dL .$$

Take $\lambda=0.5$ nm and keep $L=2$ nm fixed:

- For $R=0$, $\ell=0.333$ nm and $f=0.100/1.167=0.0857$.
- For $R=0.5$, $\ell=1.0$ nm and $f=0.100/1.5=0.0667$.

A simulation that followed 400,000 electrons from flight to flight in each case, without using the diffusion equation, gave 0.0849 and 0.0665, each with a statistical uncertainty of about 0.0004. Solving the same flight model as an integral transport equation, free of sampling noise, gives 0.0848 and 0.0659, so the formula is about 1% high in both cases. The formula is approximate because $\psi$ is not really linear in $\mu$ within about a mean free path of the surface. This changes $\ell$ by a fraction of $\lambda$, and so changes $f$ at first order in $\lambda/L$. For $R=0$ and weak trapping, transport theory gives $\ell=0.710\lambda$ (a known result that I quote without deriving it) in place of $0.667\lambda$. That makes $f=0.100/1.178=0.0849$, in agreement with the simulation. In this model, surface effects lower the ideal tenth.

### How this compares with a real resist

An organic resist exposed at 13.5 nm is the natural setting. The following values are rough: absorption coefficient $\alpha=5$ per µm, dose 30 mJ/cm², three electrons per absorbed photon, relative permittivity 3 and electron energy 3 eV. A 20 nm film is thin but realistic. The 2 nm length and the 0.5 nm mean free path are plausible sizes, not measured constants. A free electron of 3 eV has a wavelength of 0.71 nm, longer than this mean free path, so classical flights between scatterings are only a rough picture here. A real cascade also has a spread of energies, with $D$ and $\tau$ changing as electrons slow down. The model leaves this out, and I have not sized it.

**Uniform generation** is a good approximation here. With $g\propto e^{-\alpha z}$ and $p\approx e^{-z/L}$,

$$f\approx\frac{\int_0^\infty\alpha e^{-\alpha z}e^{-z/L}dz}{1-e^{-\alpha d}}=\frac{\alpha L}{(1+\alpha L)(1-e^{-\alpha d})}=0.104 ,$$

using $\alpha L=0.01$ and $\alpha d=0.1$. Slightly more electrons are born near the top, which raises $f$ by 4% of its value.

**Charging**, if nothing neutralises it, changes the answer far more than the effects above. Photons of 91.8 eV at this dose arrive at 20.4 per nm², of which 1.94 per nm² are absorbed. They generate 5.82 electrons per nm², and the ideal tenth would remove 0.582 per nm².

Assume that the positive charges left by generation stay put. They are uniform in depth, while the trapped electrons follow $n/\tau=G[1-p(z)]$. The difference is a net positive charge proportional to $p(z)$, concentrated near the top. Let its total per area be $\sigma$. In a thick film its density is $\rho=(\sigma/L)e^{-z/L}$.

Suppose that there is no neutralisation, that the substrate and the chamber walls are both grounded, and that the walls are so far away that the field just above the film is negligible. The downward field at depth $z$ is then $\frac1\varepsilon\int_0^z\rho\,dz'$, with $\varepsilon$ the film's permittivity. Integrating it through the film and exchanging the order of integration gives the surface potential relative to ground

$$V_s=\frac1\varepsilon\int_0^d(d-z)\rho(z)\,dz\approx\frac{\sigma(d-L)}{\varepsilon}.$$

For 0.582 elementary charges per nm², $\sigma/\varepsilon=35.1$ MV/cm, or 3.51 V/nm. Over 18 nm this makes 63 V. That is not a prediction of what the film reaches. The field is well above the few MV/cm that I would take as a rough breakdown strength for an organic film, and escape would be choked much earlier.

The useful number is the dose at which the surface reaches 3 V:

$$30\ \text{mJ/cm}^2\times\frac{3}{63.2}\approx1.4\ \text{mJ/cm}^2 .$$

The surface is then 3 V above the grounded walls. From then on, an electron that emerges with 3 eV can't get away to the walls and is drawn back. If net escape followed the ideal law up to this dose and then stopped abruptly, the fraction over the whole exposure would be $0.1\times1.4/30\approx0.005$ instead of 0.1. This figure assumes that every electron emerges with 3 eV, and it is sensitive to that. For a Maxwellian spread of mean 3 eV ($kT=2$ eV) facing a planar retarding potential $V$, a share $e^{-eV/kT}$ still escapes. The surface then climbs to $2\ln(1+63.2/2)\approx7$ V, and the fraction is $0.1\times7/63.2\approx0.011$. Electrons that emerge with tens of eV, early in the cascade, are not stopped by a few volts at all, so in a real film both the potential and the escaping fraction can be higher than these estimates.

Inside the film the field acts the other way: it points down, so it pushes electrons up towards the top. At 3 V the field below the charged layer is 1.67 MV/cm. I take $D/\text{mobility}=2E/(3e)=2$ V, the value for a Maxwellian energy distribution with mean $E=3$ eV, and hold the charge profile at its uncharged-film shape. A drift-diffusion solution then gives 0.106 for the fraction reaching the top. This 6% increase is small beside the loss caused by electrons being drawn back from the vacuum.

Within this model, and with $L=2$ nm, one tenth therefore describes the start of an exposure, or a film whose charge is efficiently neutralised, for instance by conduction from the substrate. Even then, a surface like the two treated above brings it down to about 0.085 without reflection, or 0.066 with half the electrons reflected.

### If your 2 nm is an rms distance

With 2 nm as the rms displacement along one axis, $L=2/\sqrt2$ nm and $f=0.071$. With 2 nm as the rms displacement in space, $L=2/\sqrt6$ nm and $f=0.041$. Random flights support the conversion: for $L=2$ nm in an unbounded medium they gave an rms displacement of 2.81 nm along one axis, against $\sqrt2\,L=2.83$ nm. So state the definition $L=\sqrt{D\tau}$ in your solution. With it, the result you were asked to show holds for the ideal boundaries in the problem. The numerical output below lists the main values used here.

## Numbers as computed

```
film thickness d = 20 nm
diffusion (trapping) length L = 2 nm
d/L = 10
escape fraction, formula = 0.100000
escape fraction, finite volumes = 0.100000
relative shortfall 1 - tanh(d/L) = 4.1e-09
trapped fraction = 0.9000
escape probability from 1 nm = 0.6065
escape probability from 2 nm = 0.3679
escape probability from 5 nm = 0.0821
escape probability from 10 nm = 0.0067
share of escape born in top 2 nm = 0.632
share of escape born in top 6 nm = 0.950
simulated rms displacement on one axis = 2.81 nm
fraction if 2 nm is rms on one axis = 0.0707
fraction if 2 nm is rms in space = 0.0408
fraction with absorbing bottom = 0.099991
absorption coefficient = 5 per um
fraction with decaying generation = 0.1040
mean free path = 0.5 nm
surface reflection R = 0.0
  extrapolation length = 0.333 nm
  escape fraction, diffusion formula = 0.0857
  escape fraction, random flights = 0.0849
surface reflection R = 0.5
  extrapolation length = 1.000 nm
  escape fraction, diffusion formula = 0.0667
  escape fraction, random flights = 0.0665
dose = 30 mJ/cm2
wavelength = 13.5 nm
photon energy = 91.8 eV
electrons per absorbed photon = 3
relative permittivity = 3
incident photons = 20.4 per nm2
absorbed photons = 1.94 per nm2
generated electrons = 5.82 per nm2
escaped electrons, ideal = 0.582 per nm2
full-dose field, no neutralisation = 35.1 MV/cm
full-dose surface potential = 63.2 V
electron energy = 3 eV
D/mobility = 2.0 V
dose for 3 V surface potential = 1.42 mJ/cm2
film field at that dose = 1.67 MV/cm
fraction reaching top with that field = 0.1058
```
